\section*{Plane-Wave Coefficients of PAW Projectors, part 2}

In the projector augmented-wave (PAW) method, the overlap $\langle p_i|\tilde\psi\rangle$ of a projector $p_i$ with the smooth wave function $\tilde\psi$ sets how much of each partial wave is put into an atom. The smooth partial waves are $\tilde\phi_i$. The task is to compute such overlaps from plane-wave coefficients, with every sign and phase right.

The algebra is in Hartree atomic units, so a plane wave has kinetic energy $q^2/2$; numbers are in eV and \AA. Plane waves are $\langle\mathbf r|\mathbf q\rangle=\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf r}$ with $\mathbf q=\mathbf k+\mathbf G$, where $\Omega$ is the cell volume, $\mathbf k$ the Bloch vector and $\mathbf G$ a reciprocal lattice vector. Lattice vectors are $\mathbf T$. A projector on an atom at $\mathbf R$ is
\begin{equation}
p_L(\mathbf r)=p_l(s)\,Y_L(\hat{\mathbf s}),\qquad \mathbf s=\mathbf r-\mathbf R,\quad L=(l,m).
\label{proj}
\end{equation}
Here $p_l$ is real and vanishes beyond $r_c$, and the harmonics $Y_L$, real or complex, are normalized on the unit sphere. The defining integral
\begin{equation}
\langle\mathbf q|p_L\rangle=\Omega^{-1/2}\int e^{-i\mathbf q\cdot\mathbf r}\,p_L(\mathbf r)\,d^3r
\label{def}
\end{equation}
runs over all space and gives
\begin{equation}
\beta_L(\mathbf q)\equiv\langle\mathbf q|p_L\rangle=\frac{4\pi}{\sqrt\Omega}(-i)^lf_l(q)\,Y_L(\hat{\mathbf q})\,e^{-i\mathbf q\cdot\mathbf R},
\label{beta}
\end{equation}
where $f_l(q)=\int_0^{r_c}r^2j_l(qr)p_l(r)\,dr$. The spherical Bessel function $j_l$ has the series
\begin{equation}
j_l(x)=\sum_{n=0}^\infty\frac{(-1)^n\,x^{l+2n}}{2^nn!\,(2l+2n+1)!!}.
\label{series}
\end{equation}
A double factorial is a product of odd numbers, with $(-1)!!=1$. The integrals
\begin{equation}
I_{l,n}=\int_{-1}^1(1-u^2)^lu^{2n}\,du
\end{equation}
obey, for $l\ge1$,
\begin{equation}
I_{l,n}=\frac{2l}{2n+1}\,I_{l-1,n+1}.
\label{rec}
\end{equation}
Their values are
\begin{equation}
I_{l,n}=\frac{2^{l+1}\,l!\,(2n-1)!!}{(2n+2l+1)!!},
\label{I}
\end{equation}
The numerical example uses a cubic cell of edge $a=4.0$ \AA, $r_c=1.2$ \AA, $\mathbf R=(0.5,0.8,1.1)$ \AA\ and, in units of $2\pi/a$, $\mathbf k=(0.25,0.10,-0.15)$.

\subsection{The periodic crystal}

A crystal has a copy of the atom in every cell. The copies combine into the Bloch sum
\begin{equation}
P_{\mathbf k}(\mathbf r)=\sum_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}\,p_L(\mathbf r-\mathbf T).
\end{equation}
Its plane-wave coefficient is an integral over one cell. In each term set $\mathbf r=\mathbf r'+\mathbf T$:
\begin{equation}
\frac1{\sqrt\Omega}\int_{\rm cell}e^{-i\mathbf q\cdot\mathbf r}P_{\mathbf k}\,d^3r
=\frac1{\sqrt\Omega}\sum_{\mathbf T}\int_{{\rm cell}-\mathbf T}e^{i(\mathbf k-\mathbf q)\cdot\mathbf T}e^{-i\mathbf q\cdot\mathbf r'}p_L(\mathbf r')\,d^3r'.
\end{equation}
The first exponential is $e^{-i\mathbf G\cdot\mathbf T}=1$, and the shifted cells fill space once. The result is the all-space integral $\beta_L(\mathbf q)$, which is thus also the Fourier coefficient of the periodic array of projectors. The argument does not assume that neighbouring spheres are separate, or that the sphere lies inside the chosen cell.

\subsection{Projecting a wave function}

Let $\tilde\psi=\sum_{\mathbf G}c_{\mathbf G}|\mathbf k+\mathbf G\rangle$. The projection has the projector in the bra, and exchanging bra and ket conjugates the overlap:
\begin{equation}
\langle p_L|\tilde\psi\rangle=\sum_{\mathbf G}\beta_L^*(\mathbf q)\,c_{\mathbf G},\qquad
\beta_L^*=\frac{4\pi}{\sqrt\Omega}\,i^lf_l(q)\,Y_L^*(\hat{\mathbf q})\,e^{i\mathbf q\cdot\mathbf R}.
\label{projection}
\end{equation}
The conjugation can change three factors: $(-i)^l$ if $l$ is odd, the harmonic if it is complex, and the phase.

For two plane waves the effect of leaving it out can be written down. The correct squared modulus contains the cross term $2\,{\rm Re}(zw)$ with $z=c_1c_2^*$ and $w=\beta_1^*\beta_2$. The unconjugated sum contains $2\,{\rm Re}(zw^*)$ instead. Since ${\rm Re}(zw)={\rm Re}\,z\,{\rm Re}\,w-{\rm Im}\,z\,{\rm Im}\,w$,
\begin{equation}
|\beta_1^*c_1+\beta_2^*c_2|^2-|\beta_1c_1+\beta_2c_2|^2=-4\,{\rm Im}\,z\;{\rm Im}\,w .
\label{error}
\end{equation}
The fault lies in the interference. It disappears from the modulus for an atom at the origin with real harmonics, because both $\beta$ are then $(-i)^l$ times a real number and $w$ is real. An atom at a general position and coefficients with a complex relative phase make a sharper test.

\subsection{A radial projector with a closed transform}

For numbers a definite radial function is needed. A simple smooth model is
\begin{equation}
p_l(r)=N_l\,r^l\left(1-\frac{r^2}{r_c^2}\right)^2,\qquad\int_0^{r_c}r^2p_l^2\,dr=1 .
\label{model}
\end{equation}
A PAW data set would build its projectors from a chosen set of radial functions and fix their scale and mixing by the duality condition $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. That condition alone does not determine the shape. Formula (\ref{beta}) is indifferent to that choice.

With $t=r/r_c$, the norm integral is $N_l^2r_c^{2l+3}\cdot\tfrac12I_{4,l+1}$, and (\ref{I}) gives
\begin{equation}
N_l^2=\frac{(2l+11)!!}{384\,(2l+1)!!\;r_c^{2l+3}} .
\end{equation}

The transform needs one identity. Multiply the series (\ref{series}) for $j_{l+1}$ by $x^{l+2}$ and differentiate. The power $x^{2l+2n+3}$ brings down $2l+2n+3$, which cancels the last factor of $(2l+2n+3)!!$, so
\begin{equation}
\frac{d}{dx}\bigl[x^{l+2}j_{l+1}(x)\bigr]=x^{l+2}j_l(x).
\label{ladder}
\end{equation}
Now let $x=qr_c$ and
\begin{equation}
J_{l,n}=\int_0^1t^{l+2}(1-t^2)^nj_l(xt)\,dt .
\end{equation}
By (\ref{ladder}), $t^{l+2}j_l(xt)$ is the $t$ derivative of $t^{l+2}j_{l+1}(xt)/x$. Integration by parts, with vanishing boundary terms for $n\ge1$, gives
\begin{equation}
J_{l,n}=\frac{2n}{x}J_{l+1,n-1},\qquad J_{l,0}=\frac{j_{l+1}(x)}x .
\end{equation}
Two steps from $n=2$ produce $(4/x)(2/x)\,j_{l+3}(x)/x$. The substitution $r=r_ct$ contributes $r_c^{l+3}$, and
\begin{equation}
f_l(q)=8N_l\,r_c^{l+3}\,\frac{j_{l+3}(x)}{x^3},\qquad x=qr_c .
\label{closed}
\end{equation}
As $x\to0$, $j_{l+3}$ behaves as $x^{l+3}$, so $f_l$ behaves as $q^l$, as it must.

\subsection{One plane wave in numbers}

The model has a cubic cell of edge $a=4.0$ \AA, so $\Omega=64$ \AA$^3$, with $r_c=1.2$ \AA\ and $\mathbf R=(0.5,0.8,1.1)$ \AA. In units of $2\pi/a$, $\mathbf k=(0.25,0.10,-0.15)$ and $\mathbf G_1=(1,-1,2)$. Then
\begin{equation}
\mathbf q_1=(1.9635,-1.4137,2.9060)\ \text{\AA}^{-1},\qquad q_1=3.7813\ \text{\AA}^{-1}.
\end{equation}
The kinetic energy is 54.48 eV, and $q_1r_c=4.538$. The phase angle is
\begin{equation}
\mathbf q_1\cdot\mathbf R=0.9817-1.1310+3.1966=3.0473,
\end{equation}
so $e^{-i\mathbf q_1\cdot\mathbf R}=-0.9956-0.0941i$. The common prefactor is $4\pi/\sqrt{64}=1.5708$ \AA$^{-3/2}$.

For the s projector, $f_0=0.14156$ \AA$^{3/2}$ (0.3677 bohr$^{3/2}$) and $Y_{00}=0.28209$. The product of the real factors is $1.5708\times0.14156\times0.28209=0.06273$, and
\begin{equation}
\beta_s=0.06273\,(-0.9956-0.0941i)=-0.0624-0.0059i .
\end{equation}
For $p_z$, $f_1=0.19768$ \AA$^{3/2}$ (0.5135 bohr$^{3/2}$) and $Y=0.37549$. The product is $0.11660$, and the factor $-i$ turns the phase by a quarter circle:
\begin{equation}
\beta_{p_z}=0.11660\,(-i)(-0.9956-0.0941i)=-0.0110+0.1161i .
\end{equation}
For $d_{xy}$, $f_2=0.16871$ \AA$^{3/2}$ (0.4383 bohr$^{3/2}$). The harmonic $Y=-0.21210$ is negative because $q_x$ and $q_y$ have opposite signs. With $(-i)^2=-1$ the two signs cancel:
\begin{equation}
\beta_{d_{xy}}=0.05621\,(-0.9956-0.0941i)=-0.0560-0.0053i .
\end{equation}
The numerical check compares these values with direct quadrature of the defining integral, and does the same for all nine real harmonics up to $l=2$, two complex ones and several wave vectors. The largest absolute difference is about $2\times10^{-15}$.

\subsection{Two plane waves in numbers}

Add $\mathbf G_2=(0,1,-1)$, again in units of $2\pi/a$, and take $c_1=0.6$, $c_2=0.8i$. For the s projector the first plane wave contributes
\begin{equation}
\beta_s^*(\mathbf q_1)\,c_1=0.6\,(-0.0624+0.0059i)=-0.0375+0.0035i .
\end{equation}
With the second plane wave included, the projection is $0.0053+0.1024i$, of modulus 0.1026, and real-space quadrature gives the same. The sum without conjugation is $-0.0803+0.0954i$, of modulus 0.1246. For $d_{xy}$ the correct modulus is 0.0427 and the faulty one 0.0329, which is 23\% too small. Here $z=c_1c_2^*=-0.48i$ is purely imaginary, so nothing in $z$ protects the modulus from the error (\ref{error}).

\subsection{How many plane waves a projector needs}

Plane waves with the same $\mathbf k$ form a complete orthonormal set in the cell for functions with that Bloch phase. Hence $\sum_{\mathbf G}|\beta_L|^2=\int_{\rm cell}|P_{\mathbf k}|^2d^3r$. If projector spheres on neighbouring copies do not overlap, which here requires $2r_c<a$, the cross terms vanish and the sum equals $\int|p_L|^2d^3r=1$. A kinetic-energy cutoff keeps a part of it:

\begin{center}
\begin{tabular}{lccc}
cutoff & 100 eV & 200 eV & 400 eV\\
plane waves & 146 & 413 & 1169\\
s & 0.991 & 0.997 & 0.9996\\
$p_z$ & 0.911 & 0.988 & 0.998\\
$d_{xy}$ & 0.642 & 0.978 & 0.996
\end{tabular}
\end{center}

At 100 eV more than a third of the $d_{xy}$ norm is missing, but less than 1\% of the s norm. The entries belong to this cell, this $\mathbf k$ and these harmonics, because the sum runs over a discrete set of vectors. At 100 eV the $d_{xy}$ value becomes 0.606 at $\mathbf k=(\tfrac12,\tfrac12,\tfrac12)$, a $d_{z^2}$ projector at $\mathbf k=0$ gives 0.671, and the limit of an infinite cell is 0.650 for any $l=2$ harmonic. The s value stays at 0.990 to 0.991 in these cases. The mean of $q^2$ shows why the spectrum moves up with $l$. Both $p_L$ and its gradient vanish at $r_c$, so two integrations by parts show that $-\nabla^2p_L$ has coefficients $q^2\beta_L$. Therefore
\begin{equation}
\langle q^2\rangle=\sum_{\mathbf G}q^2|\beta_L|^2=-\int p_L^*\nabla^2p_L\,d^3r .
\end{equation}
Write $p_L=N_l\,h\,F$ with $h=s^lY_L$, $F=(1-t^2)^2$ and $t=s/r_c$. Since $\nabla^2h=0$ and $h$ has degree $l$,
\begin{align}
r_c^2\,\nabla^2(hF)&=h\left[F''+\frac{2l+2}{t}F'\right]\nonumber\\
&=-h\bigl[(8l+12)(1-t^2)-8t^2\bigr],
\end{align}
where primes are $t$ derivatives, $F'=-4t(1-t^2)$ and $F''=-4+12t^2$. Multiply by $-hF$ and integrate. Up to factors shared with the norm, the result is $(8l+12)I_{3,l+1}-8I_{2,l+2}$. By (\ref{rec}), $I_{2,l+2}=\frac{2l+3}{6}I_{3,l+1}$, so this equals $\frac83(2l+3)I_{3,l+1}$. The norm contains $I_{4,l+1}$, and (\ref{I}) gives $I_{3,l+1}/I_{4,l+1}=(2l+11)/8$. Hence
\begin{equation}
\langle q^2\rangle\,r_c^2=\frac{(2l+3)(2l+11)}{3}=11,\ \frac{65}{3},\ 35\qquad(l=0,1,2).
\end{equation}
The plane wave $\mathbf q_1$ has $(q_1r_c)^2=20.59$ at 54.48 eV, which is 2.646 eV per unit. The mean kinetic energies are thus about 29, 57 and 93 eV. For $l=2$ the mean lies just below the 100 eV cutoff, so a large missing part is no surprise. The result also shows that, for this model, halving $r_c$ raises the mean energy fourfold.

The missing norm measures how well the projector itself is represented. It is not the error of $\langle p_L|\tilde\psi\rangle$: if $\tilde\psi$ has no components above the cutoff, the sum (\ref{projection}) is complete as it stands.

\subsection{Where the formula stops}

Formula (\ref{beta}) rests on the form (\ref{proj}), one radial function times one harmonic about the atom. A projector that mixes several $l$ needs a sum of such terms, each with its own $f_l$ and $(-i)^l$. A function whose radial shape depends on direction must first be expanded in harmonics. The unit norm sum also needs separate spheres; when they overlap, (\ref{beta}) remains valid, but the cross terms between copies enter the sum.

\section*{Values computed for the example and the checks}
\begin{verbatim}
cell edge = 4.0 angstrom, volume = 64.0 angstrom^3
projector radius rc = 1.2 angstrom
atom position R = [0.5 0.8 1.1] angstrom
k in units of 2 pi/a = [ 0.25  0.1  -0.15]
G1 = [ 1 -1  2]  G2 = [ 0  1 -1]  (units of 2 pi/a)
q1 = k+G1 = [ 1.9635 -1.4137  2.906 ] 1/angstrom
|q1| = 3.7813 1/angstrom, q1*rc = 4.5376
kinetic energy of q1 = 54.477 eV
phase q1.R = 3.0473 rad
4 pi/sqrt(volume) = 1.57080 angstrom^(-3/2)
s: N_l = 3.95799 angstrom^-(0+3/2)
  f_l(q1) = 0.141558 angstrom^(3/2) = 0.367733 bohr^(3/2)
  Y_L(q1 direction) = 0.282095
  <q1|p> formula    = -0.062448-0.005903j
  <q1|p> quadrature = -0.062448-0.005903j
p_z: N_l = 6.86601 angstrom^-(1+3/2)
  f_l(q1) = 0.197678 angstrom^(3/2) = 0.513519 bohr^(3/2)
  Y_L(q1 direction) = 0.375492
  <q1|p> formula    = -0.010973+0.116077j
  <q1|p> quadrature = -0.010973+0.116077j
d_xy: N_l = 9.91023 angstrom^-(2+3/2)
  f_l(q1) = 0.168705 angstrom^(3/2) = 0.438254 bohr^(3/2)
  Y_L(q1 direction) = -0.212100
  <q1|p> formula    = -0.055957-0.005290j
  <q1|p> quadrature = -0.055957-0.005290j
largest formula-quadrature difference = 2.1e-15
largest Bloch-sum grid difference = 9.7e-07
state coefficients: c1 = 0.6, c2 = 0.8j
s: <p|psi> quadrature = 0.005327+0.102437j
  sum with conjugate    = 0.005327+0.102437j, |.| = 0.102575
  sum without conjugate = -0.080264+0.095353j, |.| = 0.124638
p_z: <p|psi> quadrature = 0.088831-0.110936j
  sum with conjugate    = 0.088831-0.110936j, |.| = 0.142119
  sum without conjugate = -0.101998+0.028357j, |.| = 0.105867
d_xy: <p|psi> quadrature = -0.040604-0.013070j
  sum with conjugate    = -0.040604-0.013070j, |.| = 0.042656
  sum without conjugate = -0.026545-0.019418j, |.| = 0.032889
plane waves below 100, 200, 400 eV: [146, 413, 1169]
s: norm captured at 100, 200, 400 eV = 0.99115, 0.99742, 0.99962
  norm sum over the full box = 1.0000000
p_z: norm captured at 100, 200, 400 eV = 0.91116, 0.98778, 0.99795
  norm sum over the full box = 0.9999999
d_xy: norm captured at 100, 200, 400 eV = 0.64250, 0.97755, 0.99568
  norm sum over the full box = 0.9999998
\end{verbatim}
